# Shape and energy of a 180° ferroelectric domain wall: verification in Python

```python
"""
Ferroelectric 180-degree wall with polarization P(x) parallel to the wall.
Energy density: -(a/2) P^2 + (b/4) P^4 + (g/2) (dP/dx)^2, with a, b, g > 0.
Result under test:
    P(x) = P0 tanh(x/w),  P0 = sqrt(a/b),  w = sqrt(2 g/a),
    wall energy per area  sigma = (2 sqrt(2)/3) P0^2 sqrt(a g).
a, b: Landau coefficients; g: gradient stiffness; P0: domain polarization;
w: wall half-width parameter. The wall is also found by direct relaxation of
the discretized energy, which makes no use of the tanh solution.
All quantities are in SI units unless a name or label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import minimize_scalar
from sympy.calculus.euler import euler_equations

NM = 1e-9
a, b, g_ref = 1.0e9, 4.0e9, 5.0e-10
P0 = np.sqrt(a / b)
barrier = a**2 / (4 * b)


def width(g):
    return np.sqrt(2 * g / a)


def sigma_formula(g):
    return 2 * np.sqrt(2) / 3 * P0**2 * np.sqrt(a * g)


def quartic(P):
    """Local energy density relative to a uniform domain."""
    return -a / 2 * P**2 + b / 4 * P**4 + barrier


def quartic_slope(P):
    return -a * P + b * P**3


def sextic(P):
    """A different double well with the same minima and barrier."""
    u = P / P0
    return barrier * (1 - u**2)**2 * (1 + u**2)


def sextic_slope(P):
    u = P / P0
    return barrier / P0 * (-2 * u - 4 * u**3 + 6 * u**5)


def relax(n, h, g, well, slope, max_curvature):
    """Minimize the energy of n planes of spacing h, starting from a ramp.

    The two end planes stay at -P0 and +P0; only inner planes are unknowns.
    The local energy is replaced by a quadratic upper bound in each cycle,
    so the energy cannot rise. Returns x, P, gradient and local energies.
    """
    x = (np.arange(n) - (n - 1) / 2) * h
    P = P0 * np.clip(x / (3 * NM), -1, 1)
    k = g / h**2
    bands = np.zeros((2, n - 2))
    bands[0, 1:] = -k
    bands[1, :] = max_curvature + 2 * k
    for _ in range(300):
        rhs = max_curvature * P[1:-1] - slope(P[1:-1])
        rhs[0] += k * P[0]
        rhs[-1] += k * P[-1]
        P[1:-1] = solveh_banded(bands, rhs)
    force = slope(P[1:-1]) - k * (P[2:] - 2 * P[1:-1] + P[:-2])
    assert np.max(np.abs(force)) < 1e-6 * a * P0
    gradient_energy = g / 2 * np.sum(np.diff(P)**2) / h
    local_energy = h * np.sum(well(P))
    return x, P, gradient_energy, local_energy


# Symbolic test: the profile solves the equation obtained from the energy.
xs = sp.symbols('x', real=True)
A, B, G = sp.symbols('a b g', positive=True)
Pf = sp.Function('P')
density = (-A * Pf(xs)**2 / 2 + B * Pf(xs)**4 / 4
           + G * sp.diff(Pf(xs), xs)**2 / 2)
equation = euler_equations(density, [Pf(xs)], [xs])[0].lhs
tanh_wall = sp.sqrt(A / B) * sp.tanh(xs * sp.sqrt(A / (2 * G)))
residual = equation.subs(Pf(xs), tanh_wall).doit()
assert sp.simplify(sp.expand(residual)) == 0

# Relaxed walls for five stiffnesses, on one fixed fine grid.
N_FINE, H_FINE = 4000, 0.01 * NM
stiffness = g_ref * np.array([0.25, 0.5, 1.0, 2.0, 4.0])
relaxed = []
for g in stiffness:
    x, P, e_grad, e_loc = relax(N_FINE, H_FINE, g, quartic,
                                quartic_slope, 2 * a)
    deviation = np.max(np.abs(P - P0 * np.tanh(x / width(g)))) / P0
    assert deviation < 2e-4
    assert abs((e_grad + e_loc) / sigma_formula(g) - 1) < 1e-4
    assert abs(e_grad / e_loc - 1) < 1e-3
    relaxed.append(e_grad + e_loc)
    if g == g_ref:
        ref_grad, ref_loc, ref_dev = e_grad, e_loc, deviation
relaxed = np.array(relaxed)
exponent = np.polyfit(np.log(stiffness), np.log(relaxed), 1)[0]
assert abs(exponent - 0.5) < 1e-4

w_ref, sigma_ref = width(g_ref), sigma_formula(g_ref)
assert abs(8 / 3 * barrier * w_ref / relaxed[2] - 1) < 1e-4

# Another double well: same exponent, different prefactor.
six = []
for g in (g_ref, 4 * g_ref):
    _, _, e_grad, e_loc = relax(N_FINE, H_FINE, g, sextic,
                                sextic_slope, 4 * a)
    action = quad(lambda p: np.sqrt(2 * g * sextic(p)), -P0, P0)[0]
    assert abs((e_grad + e_loc) / action - 1) < 2e-4
    six.append(e_grad + e_loc)
six_exponent = np.log(six[1] / six[0]) / np.log(4)
assert abs(six_exponent - 0.5) < 2e-4
assert six[0] > 1.05 * sigma_ref

# A linear ramp of optimized half-length must cost more than the tanh wall.
well_integral = quad(lambda u: quartic(P0 * u), -1, 1)[0]


def ramp_energy(half_nm):
    half = half_nm * NM
    return g_ref / 2 * (P0 / half)**2 * 2 * half + well_integral * half


ramp = minimize_scalar(ramp_energy, bounds=(0.1, 10), method='bounded')
assert ramp.fun > 1.01 * sigma_ref

# Discrete planes: linear in g for narrow walls, square root for wide ones.
c = 0.5 * NM
ratios = np.array([0.1, 0.2, 0.5, 1.0, 2.0, 4.0])
chain = []
for r in ratios:
    _, _, e_grad, e_loc = relax(80, c, a * (r * c)**2 / 2, quartic,
                                quartic_slope, 2 * a)
    chain.append(e_grad + e_loc)
chain = np.array(chain)
chain_g = a * (ratios * c)**2 / 2
slopes = np.diff(np.log(chain)) / np.diff(np.log(chain_g))
sharp_limit = 2 * chain_g[0] * P0**2 / c
assert abs(chain[0] / sharp_limit - 1) < 0.02
assert abs(slopes[0] - 1) < 0.05
assert abs(slopes[-1] - 0.5) < 0.03
assert np.all(np.abs(chain[-2:] / sigma_formula(chain_g[-2:]) - 1) < 0.02)
assert chain[0] < 0.5 * sigma_formula(chain_g[0])

# Polarization along the wall normal, no free charge, uniform displacement:
# the local energy with the electrostatic term is convex everywhere.
P_scan = np.linspace(-2 * P0, 2 * P0, 2001)
charged = quartic(P_scan) + P_scan**2 / (2 * epsilon_0)
assert np.min(np.diff(charged, 2)) > 0

print(f"Landau coefficient a = {a:.3e} J m/C^2")
print(f"Landau coefficient b = {b:.3e} J m^5/C^4")
print(f"gradient stiffness g = {g_ref:.3e} J m^3/C^2")
print(f"domain polarization P0 = {P0:.4f} C/m^2")
print(f"barrier a^2/(4b) = {barrier:.4e} J/m^3")
print(f"wall parameter w = {w_ref / NM:.4f} nm")
print(f"P at x = w: {P0 * np.tanh(1):.4f} C/m^2")
print(f"wall energy, formula = {sigma_ref:.6f} J/m^2")
print(f"wall energy, formula = {sigma_ref * 1e3:.2f} mJ/m^2")
print(f"wall energy, relaxed = {relaxed[2]:.6f} J/m^2")
print(f"gradient part, relaxed = {ref_grad:.6f} J/m^2")
print(f"local part, relaxed = {ref_loc:.6f} J/m^2")
print(f"largest profile deviation / P0 = {ref_dev:.1e} (no unit)")
print("Relaxed walls: g (J m^3/C^2), w (nm), energy (J/m^2)")
for g, e in zip(stiffness, relaxed):
    print(f"  {g:.3e}  {width(g) / NM:.4f}  {e:.6f}")
print(f"fitted exponent of g = {exponent:.5f} (no unit)")
print(f"sixth-order well, energy at g = {six[0]:.6f} J/m^2")
print(f"sixth-order well, energy at 4g = {six[1]:.6f} J/m^2")
print(f"sixth-order well, exponent = {six_exponent:.5f} (no unit)")
print(f"best linear ramp, half-length = {ramp.x:.4f} nm")
print(f"best linear ramp, energy = {ramp.fun:.6f} J/m^2")
print(f"best ramp / tanh wall = {ramp.fun / sigma_ref:.4f} (no unit)")
print(f"chain spacing c = {c / NM:.2f} nm")
print("Chain: w/c, energy (J/m^2), energy / continuum formula")
for r, g, e in zip(ratios, chain_g, chain):
    print(f"  {r:.1f}  {e:.6f}  {e / sigma_formula(g):.4f}")
print(f"sharp-wall limit 2 g P0^2/c at w/c = {ratios[0]:.1f}: "
      f"{sharp_limit:.6f} J/m^2")
print(f"chain exponent, w/c 0.1 to 0.2 = {slopes[0]:.4f} (no unit)")
print(f"chain exponent, w/c 1 to 2 = {slopes[-2]:.4f} (no unit)")
print(f"chain exponent, w/c 2 to 4 = {slopes[-1]:.4f} (no unit)")
print(f"1/epsilon_0 = {1 / epsilon_0:.4e} J m/C^2")
print("all good")
```

Printed output:

```
Landau coefficient a = 1.000e+09 J m/C^2
Landau coefficient b = 4.000e+09 J m^5/C^4
gradient stiffness g = 5.000e-10 J m^3/C^2
domain polarization P0 = 0.5000 C/m^2
barrier a^2/(4b) = 6.2500e+07 J/m^3
wall parameter w = 1.0000 nm
P at x = w: 0.3808 C/m^2
wall energy, formula = 0.166667 J/m^2
wall energy, formula = 166.67 mJ/m^2
wall energy, relaxed = 0.166666 J/m^2
gradient part, relaxed = 0.083334 J/m^2
local part, relaxed = 0.083332 J/m^2
largest profile deviation / P0 = 5.6e-06 (no unit)
Relaxed walls: g (J m^3/C^2), w (nm), energy (J/m^2)
  1.250e-10  0.5000  0.083332
  2.500e-10  0.7071  0.117850
  5.000e-10  1.0000  0.166666
  1.000e-09  1.4142  0.235702
  2.000e-09  2.0000  0.333333
fitted exponent of g = 0.50000 (no unit)
sixth-order well, energy at g = 0.181908 J/m^2
sixth-order well, energy at 4g = 0.363817 J/m^2
sixth-order well, exponent = 0.50000 (no unit)
best linear ramp, half-length = 1.3693 nm
best linear ramp, energy = 0.182574 J/m^2
best ramp / tanh wall = 1.0954 (no unit)
chain spacing c = 0.50 nm
Chain: w/c, energy (J/m^2), energy / continuum formula
  0.1  0.001244  0.1493
  0.2  0.004901  0.2941
  0.5  0.027589  0.6621
  1.0  0.078549  0.9426
  2.0  0.165226  0.9914
  4.0  0.332633  0.9979
sharp-wall limit 2 g P0^2/c at w/c = 0.1: 0.001250 J/m^2
chain exponent, w/c 0.1 to 0.2 = 0.9892 (no unit)
chain exponent, w/c 1 to 2 = 0.5364 (no unit)
chain exponent, w/c 2 to 4 = 0.5047 (no unit)
1/epsilon_0 = 1.1294e+11 J m/C^2
all good
```
